# Free-Electron Density in a Compensated Semiconductor with One Donor Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: from quantum states to the equation for the density

### What goes wrong without the result

Take a semiconductor with $10^{17}$ donors and $10^{16}$ acceptors per cm³. Each acceptor removes one electron, so it is tempting to say that $9\times10^{16}$ electrons per cm³ are free to carry current. Suppose that the donor level lies 100 meV below the conduction band and that the electrons have an effective mass of 0.3 electron masses. In the model derived below, the density at 300 K is then $4.1\times10^{16}$ cm⁻³, less than half of the simple estimate. At 100 K it is $3.2\times10^{13}$ cm⁻³, and the estimate is wrong by a factor of about 2800.

Allowing for electrons bound to donors, but forgetting the acceptors, does not cure the fault. That gives $6.0\times10^{14}$ cm⁻³ at 100 K, still about 18 times too many. It also gives the wrong temperature dependence. A binding energy read from the measured slope of $\ln n$ would be wrong by a factor of about two.

The number of free electrons is fixed by a balance between donors and band. At low temperature, where most of the available electrons are bound, the acceptors can shift that balance by far more than their own number suggests. The equation for this balance is

$$
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{g}\,e^{-E_d/k_BT}. \tag{1}
$$

### The model and its symbols

The densities of free electrons, donors and acceptors are $n$, $N_D$ and $N_A$, with $N_A<N_D$. The temperature is $T$ and $k_B$ is Boltzmann's constant. The conduction-band edge has energy $E_c$, and an electron bound to a donor has energy $E_D=E_c-E_d$, so the binding energy $E_d$ is positive. The quantities $N_c$ and $g$ are derived below. Densities are given in cm⁻³ and energies in meV, which suit semiconductors better than atomic units.

The crystal is uniformly doped and in thermal equilibrium. The band has one minimum, near which the energy is $E_c+\hbar^2k^2/2m$, with the same effective mass $m$ in all directions. The donors are far enough apart to be independent, and each has one bound level. All acceptors have captured an electron, and holes in the valence band are negligible. The last two assumptions suit a wide gap with acceptor levels near the valence band, since such levels lie far below the donor level.

### Counting the states of the band

Let the electrons move in a cube of side $L$ with periodic boundary conditions. A plane wave $e^{i\mathbf k\cdot\mathbf r}$ fits if each component of $\mathbf k$ is an integer times $2\pi/L$. Each allowed wave vector therefore occupies a volume $(2\pi/L)^3$ in $k$ space, and it carries two states, one for each spin.

The states with wave number below $k$ fill a sphere. For a large cube their number is

$$
2\,\frac{4\pi k^3/3}{(2\pi/L)^3}=\frac{L^3k^3}{3\pi^2}.
$$

Let $\varepsilon=E-E_c$ be the energy above the band edge. Then $k=\sqrt{2m\varepsilon}/\hbar$, and the number of states per volume below $\varepsilon$ is

$$
\frac{1}{3\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\varepsilon^{3/2}.
$$

The derivative with respect to $\varepsilon$ is the density of states per volume and energy:

$$
D(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\varepsilon^{1/2}. \tag{2}
$$

Replacing a set of points by a volume causes an error at the surface of the sphere. A direct count with a radius of 60.5 lattice steps differs from the integral of equation (2) by 0.06 % of the count.

### The statistical weight of a state

A small system that exchanges energy and electrons with a large reservoir is found in a given state of energy $E$ and electron number $N$ with a probability proportional to the number of reservoir states left available. That number is $e^{S/k_B}$, where $S$ is the entropy of the reservoir. The reservoir has lost energy $E$ and $N$ electrons. Its entropy changes by $-E/T+\mu N/T$, because $\partial S/\partial E=1/T$ and $\partial S/\partial N=-\mu/T$ define the temperature and the chemical potential $\mu$. The weight of the state is therefore

$$
w=e^{-(E-\mu N)/k_BT}. \tag{3}
$$

Apply this to one band state of given wave vector and spin. It is empty, with weight 1, or holds one electron, with weight $e^{-(E-\mu)/k_BT}$. Its mean occupation is

$$
f(E)=\frac{e^{-(E-\mu)/k_BT}}{1+e^{-(E-\mu)/k_BT}}. \tag{4}
$$

### The density of free electrons

Write $z=e^{(\mu-E_c)/k_BT}$. The exponential in equation (4) is then $z\,e^{-\varepsilon/k_BT}$. If $\mu$ lies several $k_BT$ below the band edge, $z$ is small and the denominator may be replaced by 1. This is the nondegenerate case, in which a band state is so rarely occupied that the exclusion principle hardly matters. Then

$$
n=\int_0^\infty D(\varepsilon)f\,d\varepsilon\approx z\int_0^\infty D(\varepsilon)\,e^{-\varepsilon/k_BT}\,d\varepsilon .
$$

The upper limit may be infinite because the exponential removes states many $k_BT$ above the edge. Substitute $\varepsilon=k_BT\,t^2$, so that $\varepsilon^{1/2}d\varepsilon=(k_BT)^{3/2}\,2t^2\,dt$. The remaining integral is done by parts:

$$
\int_0^\infty 2t^2e^{-t^2}dt=\left[-t\,e^{-t^2}\right]_0^\infty+\int_0^\infty e^{-t^2}dt=\frac{\sqrt\pi}{2}.
$$

The factor multiplying $z$ is called $N_c$:

$$
N_c=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}.
$$

To simplify it, write $2mk_BT/\hbar^2=4\pi\,[mk_BT/(2\pi\hbar^2)]$ and use $(4\pi)^{3/2}=8\pi^{3/2}$. The numerical factors combine to $8\pi^{3/2}\sqrt\pi/(4\pi^2)=2$, so

$$
n=N_c\,e^{(\mu-E_c)/k_BT},\qquad N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{5}
$$

The band acts as if it had $N_c$ states per volume, all at the energy $E_c$. This effective density of states grows as $T^{3/2}$, because electrons reach higher into the band at higher temperature.

The first correction comes from the next term of the denominator. With $\varepsilon=k_BT\,t^2$, the occupation is $z e^{-t^2}-z^2e^{-2t^2}+\dots$. The second term needs the same integral with $e^{-2t^2}$. Substituting $s=\sqrt2\,t$ gives $2^{-3/2}\sqrt\pi/2$. Hence

$$
n=N_c z\left(1-\frac{z}{2^{3/2}}+\dots\right). \tag{6}
$$

Since $z\approx n/N_c$, the relative error of equation (5) at given $\mu$ is about $0.35\,n/N_c$. The condition for the nondegenerate form is thus $n\ll N_c$.

### The occupation of a donor

An empty donor has lost its electron and is positively charged. A donor holding one electron is neutral. The electron may have spin up or down, with the same energy $E_D$, so there are two neutral states for one empty state.

Could the donor hold two electrons? Their energy would be $2E_D+U$, where $U$ is the cost of their mutual repulsion. By equation (3), the four states have the weights

$$
1,\qquad e^{-(E_D-\mu)/k_BT}\ \text{(twice)},\qquad e^{-(2E_D+U-2\mu)/k_BT}.
$$

The ratio of doubly occupied to neutral donors is the last weight divided by the sum of the middle two, which is $\tfrac12e^{-(E_D+U-\mu)/k_BT}$. The energy needed to add the second electron is $E_D+U$. If this equals $E_c$, so that the second electron is just at the limit of being bound, equation (5) turns the ratio into

$$
\frac{\text{doubly occupied}}{\text{neutral}}=\frac12e^{-(E_c-\mu)/k_BT}=\frac{n}{2N_c}. \tag{7}
$$

In the nondegenerate case this is small, and it is smaller still if $E_D+U$ lies above $E_c$. Double occupation is therefore left out here. When almost all donors are neutral, however, even a small share of them can matter beside $n$. The second half works out the effect and shows that it is small if $N_D\ll N_c$ and $E_D+U$ is not below $E_c$.

The density of ionized donors is $N_D$ times the share of the weight 1 in the sum of the remaining three weights:

$$
N_D^+=\frac{N_D}{1+g\,e^{(\mu-E_D)/k_BT}},\qquad g=2. \tag{8}
$$

The sign in the exponent can be checked by its meaning. Raising $\mu$ makes electrons more available, fills the donors and lowers $N_D^+$.

The number $g$ is the donor degeneracy. More generally, if the empty donor has $g_0$ states of equal energy and the neutral one has $g_1$, the weights are $g_0$ and $g_1e^{(\mu-E_D)/k_BT}$. Dividing by $g_0$ gives equation (8) with $g=g_1/g_0$.

The factor 2 depends on the repulsion as well as on spin. With $U=0$, the two spin states would fill independently. The donor would be empty with probability $[1+e^{(\mu-E_D)/k_BT}]^{-2}$, the product of two separate probabilities. At $\mu=E_D$ this is $1/4$, whereas equation (8) gives $1/3$. A trace over the four donor states confirms both forms in tests at seven positions of the donor level.

### Neutrality

In the interior of a uniform crystal there is no electric field, so by Gauss's law the charge density vanishes. The positive charges are the ionized donors. The negative charges are the free electrons and the acceptors, each of which holds one extra electron:

$$
n+N_A=N_D^+. \tag{9}
$$

The density of neutral donors is the remainder,

$$
N_D-N_D^+=N_D-N_A-n. \tag{10}
$$

Equation (9) shows what compensation does. Even when no electron is free, $N_A$ donors are ionized, because their electrons have fallen to the acceptors. These empty donors stand ready to capture any electron that reaches the band.

### Eliminating the chemical potential

Equations (5), (8) and (9) contain the unknowns $n$, $N_D^+$ and $\mu$. Equation (5) gives $e^{\mu/k_BT}=(n/N_c)\,e^{E_c/k_BT}$. Inserting this in the donor weight and using $E_c-E_D=E_d$ gives

$$
g\,e^{(\mu-E_D)/k_BT}=\frac{g\,n}{N_c}\,e^{(E_c-E_D)/k_BT}=\frac{n}{n_1},
$$

with the abbreviation

$$
n_1=\frac{N_c}{g}\,e^{-E_d/k_BT}. \tag{11}
$$

The sign of the exponent in equation (11) is negative because $n_1$ stands in the denominator. Equation (8) becomes $N_D^+=N_D/(1+n/n_1)$, and neutrality reads

$$
(n+N_A)\left(1+\frac{n}{n_1}\right)=N_D .
$$

Multiply out and move the first term to the right:

$$
(n+N_A)\,\frac{n}{n_1}=N_D-N_A-n .
$$

Multiplying by $n_1$ and dividing by $N_D-N_A-n$ gives equation (1), whose right side is $n_1$.

By equations (9) and (10), the result is a law of mass action for the reaction in which a neutral donor splits into an ionized donor and a free electron:

$$
\frac{n\,N_D^+}{N_D-N_D^+}=n_1. \tag{12}
$$

The quantity $n_1$ also has a direct meaning. When $n=n_1$, half of all donors are ionized.

### One physical solution

The density must lie between 0 and $N_D-N_A$. Over this range the numerator of equation (1) rises from zero, while the denominator falls to zero. The left side therefore rises steadily from 0 to infinity and takes the value $n_1$ once.

To find the solution, multiply equation (1) by its denominator and collect powers of $n$:

$$
n^2+(N_A+n_1)\,n-n_1(N_D-N_A)=0 .
$$

With $b=N_A+n_1$ and $R=\sqrt{b^2+4n_1(N_D-N_A)}$, the roots are $(-b\pm R)/2$. Since $R>b$, the upper sign gives the positive root. In strong freeze-out with acceptors present, $R$ is close to $b$, and their difference loses digits in a numerical calculation. Multiplying numerator and denominator by $R+b$ avoids this, because $(R-b)(R+b)=4n_1(N_D-N_A)$:

$$
n=\frac{2n_1(N_D-N_A)}{N_A+n_1+\sqrt{(N_A+n_1)^2+4n_1(N_D-N_A)}}. \tag{13}
$$

## Second half: meaning, limits and a worked case

### Symbols and results carried over

A density $N_D$ of donors with binding energy $E_d$ is compensated by $N_A<N_D$ ionized acceptors. The density of free electrons is $n$, the chemical potential is $\mu$, the band edge is $E_c$, and the donor level is $E_D=E_c-E_d$. The effective density of states is $N_c=2[mk_BT/(2\pi\hbar^2)]^{3/2}$, and $g=2$ is the donor degeneracy. For $n\ll N_c$ and negligible double occupation of donors, the first half gave

$$
\frac{n(n+N_A)}{N_D-N_A-n}=n_1,\qquad n_1=\frac{N_c}{g}e^{-E_d/k_BT},\qquad n=N_c\,e^{(\mu-E_c)/k_BT}.
$$

The ionized donors have density $P=n+N_A$, and the neutral donors have density $B=N_D-N_A-n$. Equation (13) gives the positive root for $n$.

### A derivation without a chemical potential

The same equation follows from counting the ways to share a fixed number of electrons. Take a volume $V$ with $\mathcal D=N_DV$ donors and $\mathcal A=N_AV$ acceptors. After the acceptors are filled, $\mathcal D-\mathcal A$ electrons remain. Let $j$ of them be free and $b=\mathcal D-\mathcal A-j$ be bound.

The bound electrons can choose their donors in $\mathcal D!/[b!\,(\mathcal D-b)!]$ ways, and each has $g$ states. Measured from the band edge, each has energy $-E_d$ and contributes a Boltzmann factor $e^{E_d/k_BT}$. A single free electron contributes the sum of $e^{-\varepsilon/k_BT}$ over all band states, which is $N_cV$. For $j$ dilute, identical electrons this becomes $(N_cV)^j/j!$. Since $\mathcal D-b=\mathcal A+j$, the total weight is

$$
W(j)=\frac{\mathcal D!}{b!\,(\mathcal A+j)!}\,g^b\,e^{bE_d/k_BT}\,\frac{(N_cV)^j}{j!}.
$$

Now free one more electron, so that $j$ rises by one and $b$ falls by one. The factorials contribute $b$, $1/(\mathcal A+j+1)$ and $1/(j+1)$. One factor $g\,e^{E_d/k_BT}$ is lost and one factor $N_cV$ is gained:

$$
\frac{W(j+1)}{W(j)}=\frac{(\mathcal D-\mathcal A-j)\,n_1V}{(\mathcal A+j+1)(j+1)}. \tag{14}
$$

This ratio falls as $j$ grows, so $W$ has a single peak, located where the ratio passes through 1. For large numbers the added ones can be dropped. Setting the ratio to 1, with $j=nV$, gives equation (1) again.

The full sum over $j$ was evaluated for 40,000 donors in the 300 K case below. Its mean density is $4.1148\times10^{16}$ cm⁻³, which agrees with equation (13) to all printed digits.

### Three limits

**Compensated freeze-out.** Let $n$ be small compared with both $N_A$ and $N_D-N_A$. Then $P\approx N_A$ and $B\approx N_D-N_A$, so that

$$
n\approx n_1\,\frac{N_D-N_A}{N_A}. \tag{15}
$$

The number of empty donors is fixed by the acceptors. The density is proportional to $e^{-E_d/k_BT}$, with the full binding energy in the exponent.

The balance between donors and band has given equation (1) for the density of free electrons, its positive root (13), and the limit of compensated freeze-out. The other two limits, the slope with temperature, a worked case, the size of the neglected terms and the failures of the model remain.
